Removing the turning-point singularity from the classical scattering integral

**1. Definitions and conventions**

An atom of mass m₁ and laboratory energy E_lab strikes an atom of mass m₂ at rest. They repel through a central potential V(r) that vanishes at large separation r. The collision is classical, elastic and non-relativistic. The impact parameter is b, and θ is the deflection in the centre-of-mass frame. Angles are in radians unless degrees are stated.

With v the initial speed and μ = m₁m₂/(m₁+m₂), the energy of relative motion is

E = μv²/2 = E_lab m₂/(m₁+m₂).

The potential is a screened Coulomb repulsion,

V(r) = (C/r) Σ cᵢ exp(−dᵢr/a), with cᵢ > 0, dᵢ ≥ 0, Σcᵢ = 1.

Here C = Z₁Z₂e²/(4πε₀), Z₁ and Z₂ are the atomic numbers, and a is the screening length.

Angular momentum gives r²φ̇ = vb for the polar angle φ. Energy conservation, μ(ṙ² + r²φ̇²)/2 + V = E, then gives

ṙ² = v²F(r), F(r) = 1 − V(r)/E − b²/r².

On the outgoing half of the path, dφ/dr = φ̇/ṙ = b/(r²√F). The two halves sweep equal angles, and an undeflected path sweeps π in total. Hence

θ = π − 2b ∫_{r₀}^∞ dr/[r²√F(r)], F(r₀) = 0.

The turning point r₀ is unique for b > 0. Both V and b²/r² decrease with r, so F increases. At r = b, F = −V(b)/E < 0. Since V ≤ C/r, F is non-negative at the Coulomb turning point

r_C = C/(2E) + √[(C/2E)² + b²].

The root therefore lies between b and r_C, where a bracketing root finder can locate it.

Set u = r₀/r and β = b/r₀. Then dr/r² = −du/r₀, and reversing the limits absorbs the minus sign:

θ = π − 2β ∫₀¹ du/√g(u), g(u) = 1 − V(r₀/u)/E − β²u².

The range is now finite, but g(1) = 0: the integrand diverges at the turning point.

**2. A tiny example by hand**

Take pure Coulomb repulsion with b = 2 and C/E = 0.5 in the same length unit. The turning point is

r₀ = 0.25 + √(0.0625 + 4) = 2.2656,

so β = 2/2.2656 = 0.8828 and β² = 0.7793.

For this potential V(r₀/u)/E = Cu/(Er₀). The condition g(1) = 0 fixes C/(Er₀) = 1 − β², hence

g = 1 − (1−β²)u − β²u² = (1−u)(1+β²u).

The first factor causes the divergence. Put u = 1 − s², so that du = −2s ds and √(1−u) = s. The factor s cancels:

θ = π − 4β ∫₀¹ ds/√[1 + β²(1−s²)].

This integrand is finite and smooth throughout the interval.

Now use two-point Gauss-Legendre quadrature on [0,1]. Its nodes are (1 ∓ 1/√3)/2 = 0.2113 and 0.7887, each with weight 1/2. In the original variable u,

g = 0.7887 × 1.1647 = 0.9186 and g = 0.2113 × 1.6146 = 0.3412.

The mean of 1/√g is (1.0434 + 1.7119)/2 = 1.3777, which gives

θ ≈ 3.1416 − 1.7656 × 1.3777 = 0.709.

In the variable s, the same two nodes give

1 + 0.7793 × 0.9553 = 1.7445 and 1 + 0.7793 × 0.3780 = 1.2946.

The mean inverse square root is (0.7571 + 0.8789)/2 = 0.8180, and

θ ≈ 3.1416 − 3.5311 × 0.8180 = 0.253.

The integral can also be done in closed form. Its antiderivative is arcsin[βs/√(1+β²)]/β, so

θ = π − 4 arcsin[β/√(1+β²)] = π − 4 arctan β.

The second equality holds because an angle with tangent β has sine β/√(1+β²). Moreover,

tan(θ/2) = cot(2 arctan β) = (1−β²)/(2β) = C/(2Eb),

where the last step uses 1−β² = C/(Er₀) and β = b/r₀. This is the Rutherford formula. It gives θ = 0.2487 here. Two evaluations in s miss it by about 0.004, while two in u miss it by about 0.46.

**3. Why direct quadrature is slow**

For the general potential, differentiate g. Since d(r₀/u)/du = −r₀/u²,

−g′(1) = 2β² − r₀V′(r₀)/E.

Repulsion means V′ < 0, so this slope is positive. The zero is simple, and the integrand diverges as an inverse square root. Write the slope as h(0), anticipating the function h below. Near u = 1,

1/√g = 1/√[h(0)(1−u)] + terms of order √(1−u).

The Gauss nodes nearest an endpoint lie at a distance of order 1/n² from it. The singular term integrated over such a distance δ contributes 2√δ, of order 1/n, and the rule does not resolve this piece. The next term contributes at order δ^(3/2), or 1/n³. The leading error in θ is therefore

θ_u − θ ≈ [2β/√h(0)] {2 − Qₙ[(1−u)^(−1/2)]}.

Here Qₙ denotes the n-point rule, and 2 is the integral of (1−u)^(−1/2). The bracket is positive. That function has a power series in u with positive coefficients, and the Gauss error, integral minus rule, is non-negative for every power of u. Direct quadrature thus underestimates the leading singular part, and to this order θ comes out too large.

**4. The general change of variable**

Again put u = 1 − s² and define h by g(1−s²) = s²h(s). Then

θ = π − 4β ∫₀¹ ds/√h(s).

Forming g and dividing by s² loses digits of h near s = 0. There g is a small difference of numbers of order one, and its rounding error is magnified by 1/s². Instead subtract g(1) = 0 algebraically:

g(u) = [V(r₀) − V(r₀/u)]/E + β²(1−u²).

The last part is simple, because 1−u² = (1−u)(1+u) = s²(2−s²).

For the potential, set δᵢ = dᵢr₀/a and qᵢ = δᵢs²/u. Since 1/u = 1 + (1−u)/u = 1 + s²/u, the exponent is δᵢ/u = δᵢ + qᵢ. Thus

[V(r₀) − V(r₀/u)]/E = [C/(Er₀)] Σ cᵢe^(−δᵢ)[1 − u e^(−qᵢ)].

Let expm1(x) = eˣ − 1, evaluated by a routine that remains accurate for small x. Then

1 − u e^(−qᵢ) = 1 − u − u expm1(−qᵢ) = s² − u expm1(−qᵢ).

Division by s² gives the working formula

h(s) = [C/(Er₀)] Σ cᵢe^(−δᵢ)[1 − u expm1(−qᵢ)/s²] + β²(2−s²).

Because expm1(−qᵢ) ≤ 0, each square bracket is at least 1. Hence h is positive on the whole interval. As s → 0, expm1(−qᵢ)/s² → −δᵢ, and

h(0) = 2β² + [C/(Er₀)] Σ cᵢe^(−δᵢ)(1+δᵢ).

This agrees with the slope found in Section 3, since differentiating the potential gives the same sum for −r₀V′(r₀)/E.

The algorithm is then:

1. Find r₀ between b and r_C, and compute β and the δᵢ.
2. Take Gauss nodes sₖ and weights wₖ on [0,1].
3. Evaluate h(sₖ) from the working formula.
4. Form θ = π − 4β Σ wₖ/√h(sₖ).

The formula has used F(r₀) = 0. An inaccurate r₀ does not make the square root fail, but it does shift the answer, so additional nodes cannot repair a poor root.

In the head-on limit b → 0, β → 0 while the integral remains finite, so θ → π. In the grazing limit θ is a small difference between π and a number close to π. A fixed absolute error then becomes a growing relative error in θ.

**5. How rapid is the convergence?**

At s = 0, h is smooth. At s = 1, u = 0, and the screened terms contain u exp(−δᵢ/u). Every derivative of this function tends to zero as u → 0 from above, because the exponential defeats any power of 1/u. Thus 1/√h has derivatives of every order on [0,1].

An n-point Gauss rule is exact for polynomials up to degree 2n−1. Its weights are positive and sum to 1, so its error is at most twice the largest deviation of the best such polynomial from the integrand. For a function with derivatives of every order, that deviation falls faster than any power of n.

*Coulomb case: geometric convergence.* Here h = 1 + β²(1−s²) vanishes at s* = √(1+1/β²), outside the interval. Map [0,1] to [−1,1] by x = 2s−1, so x* = 2s*−1, and write x = (z+1/z)/2. The singularity lies at |z| = ρ, with

ρ = x* + √(x*²−1).

Expansion coefficients in Chebyshev polynomials fall as ρ^(−m), apart from a power of the degree m. The rule first misses degree 2n, so each extra node reduces the error by about ρ². In the example of Section 2, ρ² = 14.28, while the measured ratio from 8 to 9 nodes is 15.08. The inverse square-root singularity also supplies a factor m^(−1/2). Between m = 16 and m = 18 this raises the expected ratio by √(18/16) = 1.06, to 15.1.

*Screened case: root-exponential convergence.* Here this name means an exponential of a fractional power of n, found below to be 2/3. When all dᵢ > 0, the function exp(−δᵢ/u) has a zero Taylor series at u = 0 without being zero. The integrand is not analytic there, so geometric convergence is lost. This remaining singularity belongs to r = ∞, not to the turning point.

To find the rate, put s = (1+cos t)/2. Near t = 0, 1−s ≈ t²/4 and u = (1−s)(1+s) ≈ t²/2. Let c be the smallest δᵢ, which governs large m. The coefficient of degree m contains an integral of u exp(Φ), with

Φ = −2c/t² + imt.

The saddle condition is 4c/t³ + im = 0, or t³ = 4ic/m. The relevant root is t = (4c/m)^(1/3) exp(iπ/6). Substituting im = −4c/t³ gives Φ = −6c/t², whose real part is

−6c (m/4c)^(2/3) cos(π/3) = −K m^(2/3), K = 3c^(1/3)/4^(2/3).

The factor u at the saddle scales as m^(−2/3). The saddle width, proportional to |Φ″|^(−1/2) with Φ″ = −12c/t⁴, scales as m^(−2/3) too. The leading envelope at large m is therefore

m^(−4/3) exp(−K m^(2/3)).

The imaginary part of Φ makes the coefficients oscillate beneath it. Setting m = 2n gives the exponential error scale exp[−K(2n)^(2/3)]. It is a scale, not a bound.

**6. A silicon recoil striking oxygen**

In a collision cascade in SiO₂, let a 1 keV Si recoil meet an O atom at rest. The Ziegler-Biersack-Littmark universal potential has

cᵢ = 0.18175, 0.50986, 0.28022, 0.02817
dᵢ = 3.19980, 0.94229, 0.40290, 0.20162

and a = 0.88534 a₀/(Z₁^0.23 + Z₂^0.23), where a₀ is the Bohr radius. With Z₁ = 14 and Z₂ = 8, a = 0.13587 Å and C = 1612.76 eV Å. The masses are 28.085 u and 15.999 u, so

E = 1000 × 15.999/44.084 = 362.9 eV
C/(aE) = 1612.76/(0.13587 × 362.9) = 32.71.

The energy transfer follows from the velocity of the target in the centre-of-mass frame. Its magnitude is m₁v/(m₁+m₂), and the collision rotates it through θ. The change of velocity has magnitude 2m₁v sin(θ/2)/(m₁+m₂). Since the target began at rest, this is its final laboratory speed, and its kinetic energy is

T = [4m₁m₂/(m₁+m₂)²] E_lab sin²(θ/2).

The mass factor is 0.9248. At b = 0.5 Å, r₀ = 0.645 Å and θ = 47.9°, so T = 0.9248 × 1000 eV × 0.1650 = 153 eV. Across the range of impact parameters:

b (Å)   r₀ (Å)   θ (degrees)   T (eV)
0.1     0.474    145.3         842
0.3     0.535    86.4          433
0.5     0.645    47.9          153
1.0     1.043    10.6          7.8

The transfer falls with b, from 84% of the recoil's energy at 0.1 Å to less than 1% at 1.0 Å. At b = 1.0 Å the transfer is only about 8 eV, so among these four collisions the neglect of binding is most serious there, relative to T. The universal potential is itself an average fit for short range. At r = 1.04 Å it gives about 30 eV, whereas the ground-state Si–O curve from density-functional theory (PBE) gives about 10 eV and turns attractive near 1.2 Å; using that curve lowers T at b = 1.0 Å by roughly 10%. The model also omits electronic energy loss and neighbouring atoms. Small numerical errors do not remove these physical limitations.

As a test, Newton's equations were integrated for both atoms in the laboratory frame. For these four collisions the angles agree with 32-node quadrature to within 7.8 × 10⁻¹² rad.

**7. Reading the convergence**

At b = 0.5 Å, the reference angle is 0.836525 rad. It comes from high-precision quadrature of the untransformed singular integral. The absolute errors, in rad, are:

n     in u          in s
4     1.9 × 10⁻¹    1.1 × 10⁻⁴
8     1.0 × 10⁻¹    1.1 × 10⁻⁶
16    5.3 × 10⁻²    1.6 × 10⁻⁸
32    2.7 × 10⁻²    3.1 × 10⁻¹²
64    1.4 × 10⁻²    1.1 × 10⁻¹⁶

Doubling n roughly halves the error in u, as expected from 1/n. With h(0) = 2.396 and β = 0.775, the prefactor 2β/√h(0) is 1.00. The predicted leading error at n = 64 is 1.352 × 10⁻² rad, equal to the observed value at the printed precision. Four nodes in s already do better than 64 in u. The last entry in the s column is at the rounding level and says nothing further about the convergence law.

The cancellation-free form keeps h itself accurate very close to s = 0. At the nine values s = 10⁻⁵, 2 × 10⁻⁵, …, 9 × 10⁻⁵, direct division gives relative errors in h up to 3.8 × 10⁻⁷, while those of the working formula do not exceed 3.3 × 10⁻¹⁶. The effect on θ is much smaller. The first Gauss node and its weight are both of order 1/n², so a relative error ε/s² in h changes θ only by order εn². With ε near 10⁻¹⁶, this is of order 10⁻¹² rad for n near 64.

For the asymptotic law, r₀/a = 4.7485 gives c = 0.20162 × 4.7485 = 0.957 and K = 1.173. High-precision Chebyshev coefficients near degrees 300 and 1000 give K = 1.187, after the factor m^(−4/3) is removed. The difference of about 1% comes from the oscillation: the two coefficients compared need not both sit on a crest of the envelope. Compared crest to crest between degrees 300 and 800, the coefficients give K = 1.173. This tests the value of K at large degree, with the power 2/3 taken from the derivation. It does not test the constant multiplying the Gauss error at small n.

A harder collision has a smaller r₀/a, hence smaller c and K. At 100 keV and b = 0.05 Å, r₀/a falls to 0.483. The largest error over n = 12 to 20 is 3.9 × 10⁻⁷ rad, against 9.4 × 10⁻⁸ rad in the 1 keV case. The errors oscillate with n, and the two maxima need not occur at the same n, so their ratio of about four does not measure the change in convergence rate. It is much smaller than the change in K alone would suggest. The amplitude of the screened terms changes as well. It is proportional to C/(Er₀), which is 6.9 in the 1 keV case and 0.68 in the hard collision. The factor u at the saddle and the saddle width, both found in Section 5, also shrink as c decreases. Moreover, at these degrees the smallest δᵢ does not yet govern: the terms with larger dᵢ carry larger cᵢ, and by the same saddle estimate they contribute about as much as the last term in the 1 keV case and more than it in the hard collision. These node numbers are too low for the asymptotic exponent to determine the ratio by itself.

**8. Where the method fails**

The proof that h is positive relies on repulsion. An attractive part of V can make F and its derivative vanish together at r₀, the condition for orbiting. Then g is proportional to (1−u)² = s⁴ near the turning point, and h is proportional to s². The transformed integrand behaves as 1/s, so its integral diverges logarithmically. This divergence is physical: the atoms circle each other indefinitely. For b just above the orbiting value, h(0) is positive but small, and the integrand peaks at s = 0. Since h(0) shrinks only as the square root of the distance from the orbiting value, and the Gauss nodes cluster near s = 0, the number of nodes needed grows slowly. For b just below it, the atoms pass slowly over the barrier and turn further in. The peak then lies inside the interval, at the s that corresponds to the barrier radius, where the nodes are sparse; this is the harder case, and it needs many more nodes. With attraction F may also have several roots, so the bracket of Section 1 no longer applies and the outermost root must be found. The square-root substitution removes the singularity of a simple turning point; it does not remove an orbiting singularity.

The numerical output below gives the values to more digits.

Computed values

```
Si on O: masses 28.085 and 15.999 u, E_lab = 1000 eV
E_cm = 362.921 eV, C = 1612.760 eV angstrom
screening length a = 0.13587 angstrom, kappa = 32.7066
largest transferred fraction = 0.92484
b (angstrom), r0 (angstrom), theta_cm (deg), T (eV), 32 nodes:
  0.1  0.47365  145.25210  842.3731
  0.3  0.53504  86.39219  433.3201
  0.5  0.64518  47.92935  152.5767
  1.0  1.04325  10.56273  7.8358
largest angle difference from trajectories = 7.8e-12 rad
largest T/E_lab difference from trajectories = 3.9e-12
b = 0.5 angstrom: r0/a = 4.74852, beta = 0.77498
reference theta = 0.836525013460 rad
n, |error| in u (rad), |error| in s (rad):
   4  1.935e-01  1.1e-04
   8  1.025e-01  1.1e-06
  16  5.283e-02  1.6e-08
  32  2.683e-02  3.1e-12
  64  1.352e-02  1.1e-16
h(0) = 2.39605; predicted error in u, n=64: 1.352e-02 rad
largest relative error of h for s = 1e-5 to 9e-5:
  direct quotient 3.8e-07, stable form 3.3e-16
Coulomb, b = 2.0 and C/E = 0.5 (same length unit):
  beta = 0.88278, theta = 0.24870999 rad
  error ratio n=8 to 9: 15.08; rho^2 = 14.28
screened case: smallest delta = 0.95740
  coefficient degrees compared: 303 and 1000
  K measured = 1.1868, K predicted = 1.1734
hard case: E_lab = 100000 eV, b = 0.05 angstrom
  r0/a = 0.48280, theta = 0.65222618 rad
largest error in s for n = 12 to 20:
  1 keV case 9.4e-08 rad, hard case 3.9e-07 rad
```
